# Laporte–Platt Degeneracy of Maximum-Spin Terms and the Checking of Coefficient Tables, part 1

(Sections cited here and not found follow in the second part.)

## I. Why maximum-spin terms have zero contact energy

### Two parallel-spin electrons in a p shell

Put two electrons with spin up into the orbitals $m=1$ and $m=0$ of one p shell with radial function $R(r)$. Their spin function is symmetric, so the spatial function must be antisymmetric:

$$
\Psi(\mathbf r_1,\mathbf r_2)=\frac{R(r_1)R(r_2)}{\sqrt2}\left[Y_{11}(1)Y_{10}(2)-Y_{10}(1)Y_{11}(2)\right]. \tag{1}
$$

Setting $\mathbf r_1=\mathbf r_2$ makes the two products equal, and $\Psi$ vanishes. An interaction that acts when the electrons coincide,

$$
V=g\,\delta(\mathbf r_1-\mathbf r_2), \tag{2}
$$

therefore has zero expectation value in this state. The parallel-spin pairs of orbitals in a p shell have $M_L=1,0,-1$, so they form one term, $^3P$. Its contact energy is zero.

In atomic structure this energy is written with Slater integrals $F^k$ and numerical coefficients. The vanishing of $\Psi$ must then appear as a cancellation among those coefficients. This cancellation holds for every term of maximum spin in a shell filled up to one half, and it provides a test of tabulated coefficients.

### Matrix elements and Slater integrals

Consider $N$ electrons in a shell $l^N$. All orbitals share one real, normalized radial function $R(r)$, the interaction does not depend on spin, and its energy is taken to first order within this single configuration. Expand a rotationally invariant pair interaction in Legendre polynomials of the angle $\omega$ between the two position vectors:

$$
V(\mathbf r_1,\mathbf r_2)=\sum_k v_k(r_1,r_2)P_k(\cos\omega). \tag{3}
$$

The Slater integrals, without any conventional divisors, are

$$
F^k=\int_0^\infty\!\!\int_0^\infty R^2(r_1)R^2(r_2)\,v_k(r_1,r_2)\,r_1^2r_2^2\,dr_1dr_2. \tag{4}
$$

For the angular part, use the addition theorem

$$
P_k(\cos\omega)=\frac{4\pi}{2k+1}\sum_qY^*_{kq}(1)Y_{kq}(2), \tag{5}
$$

with Condon–Shortley phases, and define the real numbers

$$
c^k(m,m')=\sqrt{\frac{4\pi}{2k+1}}\int Y^*_{lm}Y_{k,m-m'}Y_{lm'}\,d\Omega. \tag{6}
$$

Let $a,b,c,d$ denote magnetic quantum numbers, with electron 1 going from $c$ to $a$ and electron 2 from $d$ to $b$. The first angular integral contains $Y^*_aY^*_{kq}Y_c$. It is the complex conjugate of the integral of $Y^*_cY_{kq}Y_a$, so it requires $q=c-a$. The second contains $Y^*_bY_{kq}Y_d$ and requires $q=b-d$. Giving each integral one factor $\sqrt{4\pi/(2k+1)}$, we obtain

$$
\langle ab|V|cd\rangle=\sum_kF^k\,c^k(c,a)\,c^k(b,d),\qquad a+b=c+d. \tag{7}
$$

Parity requires $l+k+l$ to be even in (6), and the triangle rule requires $k\le2l$. Thus $k=0,2,\ldots,2l$. An energy in the shell has the form

$$
E=\sum_{k=0,2,\ldots}^{2l}f_kF^k, \tag{8}
$$

where the $f_k$ come from angular integrals and vector coupling. If a term occurs more than once, (8) applies to each element of the small matrix between the repeated terms.

### The contact values of the integrals

The spherical harmonics are complete on the unit sphere, so the angular delta function is $\sum_{kq}Y^*_{kq}(1)Y_{kq}(2)$. The volume element $r^2dr\,d\Omega$ supplies a factor $1/r_1^2$. With (5),

$$
\delta(\mathbf r_1-\mathbf r_2)=\frac{\delta(r_1-r_2)}{r_1^2}\sum_k\frac{2k+1}{4\pi}P_k(\cos\omega), \tag{9}
$$

where the delta function on the right is one-dimensional. Comparison with (3) gives $v_k=g(2k+1)\delta(r_1-r_2)/(4\pi r_1^2)$. In (4) the delta function sets $r_2=r_1$, and one factor $r_1^2$ cancels:

$$
F^k=(2k+1)\frac{g}{4\pi}\int_0^\infty R^4r^2\,dr=(2k+1)F^0. \tag{10}
$$

The strength and the radial function enter through $F^0$ alone. The ratios between the integrals are fixed.

The p-shell example can now be repeated with integrals. With $x=\cos\theta$ and $P_2=(3x^2-1)/2$, we need $\int_{-1}^1x^2P_2\,dx=\tfrac12(\tfrac65-\tfrac23)=\tfrac4{15}$. Since $|Y_{10}|^2=3x^2/(4\pi)$ and $|Y_{11}|^2=3(1-x^2)/(8\pi)$,

$$
c^2(0,0)=\frac32\cdot\frac4{15}=\frac25,\qquad
c^2(1,1)=-\frac34\cdot\frac4{15}=-\frac15. \tag{11}
$$

The constant in $1-x^2$ contributes nothing because $\int_{-1}^1P_2dx=0$. For the exchange element, insert $Y_{11}=-\sqrt{3/8\pi}\sin\theta\,e^{i\phi}$, $Y_{21}=-\sqrt{15/8\pi}\sin\theta\cos\theta\,e^{i\phi}$ and $Y_{10}=\sqrt{3/4\pi}\cos\theta$. The constants, including $\sqrt{4\pi/5}$, multiply to $3\sqrt3/(8\pi)$. The remaining integral is $2\pi\int_{-1}^1(1-x^2)x^2dx=8\pi/15$. Hence $c^2(1,0)=\sqrt3/5$.

The energy of the determinant is the direct minus the exchange element. The $k=0$ exchange part vanishes because the orbitals are orthogonal, so

$$
E({}^3P)=F^0+\left(-\frac15\right)\frac25F^2-\frac3{25}F^2=F^0-\frac15F^2. \tag{12}
$$

For $F^2=5F^0$ this is zero, as (1) requires.

### All parallel-spin matrix elements

The general proof evaluates the contact matrix element in two ways. From (7) and (10) it is $F^0\sum_k(2k+1)c^k(c,a)c^k(b,d)$. Directly from (2), both electrons are at the same point, and the radial factor is $g\int R^4r^2dr=4\pi F^0$. For $a+b\ne c+d$ the matrix element vanishes by the azimuthal integration. For $a+b=c+d$ we therefore have

$$
\sum_{k=0,2,\ldots}^{2l}(2k+1)c^k(c,a)c^k(b,d)
=4\pi\int Y^*_aY^*_bY_cY_d\,d\Omega. \tag{13}
$$

The finite sum on the left is complete, because the omitted values of $k$ have vanishing $c^k$. The right side does not change when $c$ and $d$ are exchanged. Hence

$$
\langle ab|V|cd\rangle-\langle ab|V|dc\rangle=0 \tag{14}
$$

for the contact interaction.

Every interaction matrix element between determinants with all spins up is built from differences (14). A diagonal element sums them over occupied pairs. An element between determinants that differ in one orbital sums them over the common orbitals. If two orbitals differ, there is one such difference, up to sign. If more than two differ, a pair interaction gives zero. The complete matrix therefore vanishes.

For $N\le2l+1$ all $N$ electrons can have spin up. These determinants have $M_S=N/2$, and since no larger total spin is possible, they have $S=N/2$. A spin-independent interaction gives the same energy to all $M_S$ components of a term. It follows that

$$
E(S=N/2)=0,\qquad N\le2l+1, \tag{15}
$$

for every $L$. This is the Laporte–Platt degeneracy of the maximum-spin terms. Since the whole matrix is zero, off-diagonal elements between repeated terms vanish as well. The configuration $g^3$, which has a repeated quartet $F$ term, is a case of this kind, and its contact matrix is zero to rounding error in the numerical output.

### The energies of two-electron terms

Does zero contact energy occur for other spins? The answer follows from the two-electron energies. Couple two orbitals to $L,M$ and place both electrons at the same direction $\mathbf n$. The result transforms under rotations like $Y_{LM}$, so it must be proportional to it:

$$
\sum_{mm'}\langle lm\,lm'|LM\rangle Y_{lm}(\mathbf n)Y_{lm'}(\mathbf n)=A_LY_{LM}(\mathbf n). \tag{16}
$$

Take $M=0$ and $\mathbf n$ along the polar axis, where $Y_{lm}=\delta_{m0}\sqrt{(2l+1)/4\pi}$. This fixes

$$
A_L=\frac{2l+1}{\sqrt{4\pi(2L+1)}}\langle l0\,l0|L0\rangle. \tag{17}
$$

The contact energy is $4\pi F^0$ times the angular integral of the squared coincidence function. Writing $b_L$ for the square of the 3j symbol with $l,l,L$ above and zeros below, so that $\langle l0\,l0|L0\rangle^2=(2L+1)b_L$, we find

$$
E(L)=4\pi A_L^2F^0=(2l+1)^2b_LF^0. \tag{18}
$$

Exchange of the two orbitals multiplies the coupling coefficient by $(-1)^{2l-L}=(-1)^L$. Odd $L$ is spatially antisymmetric and belongs to triplets; its coefficient with $m=m'=0$ equals minus itself and vanishes. Even $L$ belongs to singlets.

It remains to show that $b_L>0$ for even $L\le2l$. Expanding the product $Y_{l0}^2$ in coupled functions and using (16) and (17) gives

$$
w(x)\equiv P_l(x)^2=\sum_La_LP_L(x),\qquad a_L=(2L+1)b_L. \tag{19}
$$

Let $p=1-x^2$, $\lambda=l(l+1)$ and $D=p\,d/dx$. Legendre's equation multiplied by $p$ reads $D^2P_l=-\lambda pP_l$. Consequently $Dw=2P_lDP_l$ and $D^2w=2(DP_l)^2-2\lambda pw$. One more derivative gives

$$
D^3w=-2\lambda pDw-2\lambda D(pw)=-4\lambda pDw+4\lambda xpw, \tag{20}
$$

because $D(pw)=pDw-2xpw$. Division by $p$ yields

$$
\frac{d}{dx}D^2w+4\lambda pw'-4\lambda xw=0. \tag{21}
$$

Insert the expansion (19). With $\Lambda=L(L+1)$, Legendre's equation gives $D^2P_L=-\Lambda pP_L$, whose derivative is $-\Lambda pP_L'+2\Lambda xP_L$. Thus

$$
\sum_La_L\left[(4\lambda-\Lambda)pP_L'+(2\Lambda-4\lambda)xP_L\right]=0. \tag{22}
$$

Now use the standard relations $(2L+1)pP_L'=\Lambda(P_{L-1}-P_{L+1})$ and $(2L+1)xP_L=(L+1)P_{L+1}+LP_{L-1}$. With $n=2l+1$, so that $4\lambda=n^2-1$, the polynomial $P_{L+1}$ receives $a_L(L+1)^2[(L+1)^2-n^2]/(2L+1)$ from the term $L$. From the term $L+2$ it receives $a_{L+2}(L+2)^2[n^2-(L+2)^2]/(2L+5)$. Their sum is zero, and therefore

$$
\frac{b_{L+2}}{b_L}=\frac{(L+1)^2[n^2-(L+1)^2]}{(L+2)^2[n^2-(L+2)^2]}. \tag{23}
$$

The starting value is $b_0=\tfrac12\int_{-1}^1P_l^2dx=1/(2l+1)$. Every factor in (23) is positive for $L+2\le2l$, which proves the claim.

For $d^2$ the singlet energies are $5F^0$ for $S$, $5\cdot24/(4\cdot21)F^0=\tfrac{10}7F^0$ for $D$, and the same for $G$, since the next ratio is $9\cdot16/(16\cdot9)=1$. In $f^2$ the corresponding $D$ and $G$ energies differ: they are $\tfrac{28}{15}F^0$ and $\tfrac{14}{11}F^0$.

### Zero energy implies maximum spin

Take $g>0$ and a state $\Psi$ of $l^N$. For each pair $ij$, let $\Pi^{ij}_L$ project its orbital part onto total angular momentum $L$. Since the pair interaction is diagonal in $L$,

$$
\langle V\rangle=\sum_{i<j}\sum_LE(L)\,\|\Pi^{ij}_L\Psi\|^2. \tag{24}
$$

Every contribution is non-negative. If the total is zero, no pair has an even-$L$ component, so $\Psi$ is antisymmetric under exchange of any two positions. Total antisymmetry then makes it symmetric under exchange of any two spins. The spin-exchange operator is $\tfrac12+2\mathbf s_i\cdot\mathbf s_j$ in units $\hbar=1$. Its value $+1$ gives $\mathbf s_i\cdot\mathbf s_j=\tfrac14$, and

$$
\mathbf S^2=\frac{3N}{4}+2\,\frac{N(N-1)}2\,\frac14=\frac N2\left(\frac N2+1\right). \tag{25}
$$

Hence $S=N/2$. For a repulsive contact interaction, zero energy and $S=N/2$ imply each other. As a numerical test, $d^3$ with two spins up and one down has 50 states, of which 10 lie at zero. This is the number $\binom53$ of ways to choose three orbitals for parallel spins, as it should be, because each such state has one component with this $M_S$.

## II. From the degeneracy to a test of coefficients

### Symbols and results carried over

The shell is $l^N$, with one common radial function $R$. An energy is $\sum_kf_kF^k$, where $k=0,2,\ldots,2l$ and the $F^k$ carry no divisors. The angular integrals $c^k(m,m')$ are defined in (6), and $b_k$ is the squared 3j symbol with $l,l,k$ above and zeros below. A contact interaction has $F^k=(2k+1)F^0$. For $N\le2l+1$ its matrix vanishes among all states with $S=N/2$.

For shells up to half full, every maximum-spin state has zero contact energy, and for a repulsive contact interaction no other state does. It remains to turn this result into a test of tabulated coefficients, extend it to fuller shells, and find which errors it can miss.
